# Mirror Symmetry and Midpoint Flux in Free Molecular Tube Flow, part 2

A straight round tube of diameter $d$ and length $L$ is fed with vapour at $x=0$ and opens to vacuum at $x=L$. We want to show that the wall fluxes at two points equally far from the ends add up to the inlet flux. The assumptions are:

1. Molecules do not collide with one another inside the tube.
2. The inlet opens on an equilibrium gas, and nothing returns from the vacuum.
3. In the steady state each wall element emits as many molecules as it receives.
4. The wall re-emits diffusely, by the cosine law: flux per solid angle varies as $\cos\theta$, with $\theta$ measured from the surface normal. Molecules from an equilibrium gas enter with the same distribution about the normal of the opening.

Lengths are in diameters: $X=x/d$, $\Lambda=L/d$. The inlet flux is $J_0=n\bar v/4$, with number density $n$ and mean speed $\bar v$, and $h(X)$ is the wall flux divided by $J_0$. For unit inlet flux, $E(X)$ is the flux arriving straight from the inlet. It is also the chance that a molecule leaving the wall at $X$ flies straight out there. The chance that it next lands in $dX'$ is $K(|X-X'|)\,dX'$. The balance is

$$
h(X)=E(X)+\int_0^\Lambda K(|X-X'|)\,h(X')\,dX' .
\tag{7}
$$

The closure relation is

$$
\int_0^\Lambda K(|X-X'|)\,dX'
=\left[\tfrac12-E(X)\right]+\left[\tfrac12-E(\Lambda-X)\right]
=1-w(X),
\tag{8}
$$

where the chance of escape without another wall hit is

$$
w(X)=E(X)+E(\Lambda-X).
\tag{9}
$$

Also $E'=-K$, $K'=-\tfrac32(X^2+1)^{-5/2}$, $0<K\le1$, $K(X)<3/(8X^4)$ and $E(0)=\tfrac12$.

The balance has exactly one bounded solution, and $h>0$. If two solutions differed by at most $M$, reached at $X_*$, then $M\le M\,[1-w(X_*)]$; since $w>0$, $M=0$. A point whose lines of sight all end on sources of equal flux receives that flux, so equal equilibrium gases at both ends give $h=1$.

### Exchanging the ends

Let $g(X)=h(\Lambda-X)$ be the mirror image of the profile. Replace $X$ by $\Lambda-X$ in the balance and substitute $X'=\Lambda-Y$ in the integral. The distance becomes $|(\Lambda-X)-(\Lambda-Y)|=|X-Y|$, so

$$
g(X)=E(\Lambda-X)+\int_0^\Lambda K(|X-Y|)\,g(Y)\,dY .
$$

This is the balance for the same tube fed from the other end. Add it to the original balance. The sum $S=h+g$ satisfies

$$
S(X)=w(X)+\int_0^\Lambda K(|X-X'|)\,S(X')\,dX' .
$$

By the closure relation, $S=1$ satisfies the same equation. The solution is unique, hence

$$
h(X)+h(\Lambda-X)=1,\qquad h(\Lambda/2)=\tfrac12 .
\tag{10}
$$

The reversal is an exchange of the two ends. The flow itself is not in equilibrium and is not symmetric in time.

There is an equivalent reading in terms of single molecules. Let $P(X)$ be the probability that a molecule leaving the wall at $X$ finally escapes through the inlet. It escapes there at once with chance $E(X)$, or it lands at $X'$ and starts afresh, so $P=E+\int KP$. This is the equation for $h$, and therefore $P=h$. The probability of final escape through the outlet is $h(\Lambda-X)$ by symmetry. Equation (10) says that the molecule leaves through one end or the other. From the midpoint the chances are equal.

### What the theorem fixes and what it leaves open

Equation (10) makes $h-\tfrac12$ odd about the midpoint. It does not make the profile linear, and it does not make $h(0)$ equal to one. For $\Lambda=20$ the numerical solution gives

$$
h=0.9740,\;0.7313,\;0.5000,\;0.2687,\;0.0260
$$

at $x/L=0,\tfrac14,\tfrac12,\tfrac34,1$. A straight line between the two end values would give $0.737$ at the first quarter, so the profile is slightly curved. The integral in this calculation was replaced by sums on three grids and extrapolated. That procedure does not impose closure, and the mirror sums still equalled one within $2\times10^{-5}$.

For a very short tube the profile becomes flat. Since $K\le1$, we have $\tfrac12-\Lambda\le E\le\tfrac12$. Since $0\le h\le1$, the integral in the balance lies between $0$ and $\Lambda$. Together these give $|h-\tfrac12|\le\Lambda$, and each point of a very short tube receives nearly half the inlet flux.

The average of $h$ over the tube is $\tfrac12$ for every length, since mirror points pair off. This fixes the average number of wall hits made by an entering molecule. The wall receives $J_0\cdot\pi dL\cdot\tfrac12$ hits per unit time, while $J_0\cdot\pi d^2/4$ molecules enter, so

$$
\frac{\text{wall hits}}{\text{entering molecules}}=\frac{\pi dL/2}{\pi d^2/4}=\frac{2L}{d}.
\tag{11}
$$

An independent test followed 200,000 molecules from wall to wall through a tube with $L/d=5$, without using $K$ or $E$. It gave $10.015\pm0.030$ hits per molecule, where (11) predicts $10$. With the tube divided into five equal sections, the mirror sums were $1.0016\pm0.0019$ for the end sections, $1.0019\pm0.0040$ for the next pair, and $1.0007\pm0.0057$ for twice the middle one. The uncertainties are standard errors.

### Other feeds and a closed end

If the far side supplies an equilibrium flux $rJ_0$, the two feeds add, because molecules do not influence one another. The wall flux is $J_0[h(X)+r\,h(\Lambda-X)]$. At the midpoint it is $J_0(1+r)/2$, the average of the two inlet fluxes.

A blind hole behaves differently. Let its bottom be nonadsorbing and diffuse. If all surfaces emit unit flux, each line of sight from the wall or the bottom ends on a source of unit flux, so $h=1$ is a steady state. It is the only one: each point of the wall and bottom has a part of its view filled by the inlet, and the argument about the largest difference applies as before. The wall flux in a blind hole is thus uniform and equal to the inlet flux. Molecule tracing for $L/d=5$, here with 100,000 molecules, gave values from $0.9956$ to $1.0013$ in the five sections, with standard errors between $0.003$ and $0.008$.

A mirror-like bottom links this case to (10). Reflection at the bottom is equivalent to continued flight into an image of the hole, so the hole unfolds into an open tube of length $2L$. The real wall at $x$ collects the hits of the unfolded wall at $x$ and at $2L-x$, and these add up to one.

### Which assumptions carry the result

**Diffuse walls** are sufficient but not necessary. Let half of the reflections be mirror-like, at random. Such a wall also leaves an equilibrium gas unchanged, so equal feeds at both ends still give $h=1$. Each hit has an even chance of being diffuse, after which direct escape is possible, so all molecules finally leave and no other steady state can persist. The addition of the two mirrored problems then works as before. In the tracing test for $L/d=5$ the mirror sums were $0.9967\pm0.0020$, $0.9986\pm0.0031$ and $0.9996\pm0.0031$. The profile itself did change: the first section received $0.774$ instead of $0.830$.

**The equilibrium inlet** is needed. If the entering molecules are concentrated towards the axis, two equal feeds no longer make an equilibrium gas, and the comparison with $h=1$ fails. For an inlet whose flux per solid angle varies as $\cos^3\theta$, with $L/d=5$, the middle section received $0.600\pm0.003$.

**Mirror symmetry of the tube** is needed too, as the taper in the example shows.

### The effect of sticking

Let each wall hit remove the molecule with a small probability $s$. The wall then emits $(1-s)h$, and the sum $S=h+g$ obeys $S=w+(1-s)\int KS$. Define the deficit $\Delta=1-S$ and subtract this equation from the closure relation $1=w+\int K$:

$$
\Delta=\int K-(1-s)\int K(1-\Delta)=s\int K+(1-s)\int K\Delta .
\tag{12}
$$

Here $\int K\Delta$ stands for $\int_0^\Lambda K(|X-X'|)\Delta(X')\,dX'$, and likewise for the others. Repeated insertion gives positive terms only, so sticking makes the mirror sum smaller than one. To first order in $s$, put $\Delta=sN$ and drop the terms in $s^2$:

$$
N=\int K+\int KN=\int K\,(1+N).
$$

This is the equation for the average number of further wall hits of a molecule leaving the wall at $X$: it lands at $X'$, which counts as one, and then makes $N(X')$ more. To this order, the deficit is the sticking probability times the average number of chances to stick.

In a long tube $N$ varies slowly over one flight. Far from the ends, expand $N(X')$ about $X$ to second order. The linear term vanishes by symmetry and $\int K\approx1$, so

$$
N\approx1+N+\tfrac12\,m\,N'',\qquad m=2\int_0^\infty X^2K\,dX .
$$

To find $m$, integrate by parts. The boundary term $X^3K/3$ vanishes at infinity because $K<3/(8X^4)$, and with $v=X^2+1$

$$
\int_0^\infty X^2K\,dX=\frac12\int_0^\infty\frac{X^3\,dX}{(X^2+1)^{5/2}}
=\frac14\int_1^\infty\left(v^{-3/2}-v^{-5/2}\right)dv
=\frac14\left(2-\frac23\right)=\frac13 .
$$

Thus $m=\tfrac23$ and $N''\approx-3$. If $N$ is set to zero at the ends, $N\approx\tfrac32X(\Lambda-X)$, and at the midpoint

$$
N(\Lambda/2)\approx\frac38\left(\frac Ld\right)^2 .
\tag{13}
$$

In truth $N$ is not zero at the ends, since a molecule leaving the rim often hits the wall again. This raises $N$ at the midpoint, but it explains only part of the error of (13). The expansion also treats all flights as short compared with the tube, although rings more than two diameters away supply about half of $m$. The numerical solution exceeds (13) by a factor $1.46$ for $L/d=10$ and $1.25$ for $L/d=20$.

### A through-pore in a membrane

Take a pore with $d=100$ nm and $L=2000$ nm, so $L/d=20$, exposed on one side to trimethylaluminium vapour at $p=0.1$ Torr and $T=473$ K. The molar mass is $72.09$ g/mol. The surface is saturated. With $n=p/k_BT$ and $\bar v=\sqrt{8k_BT/\pi m_1}$ for molecules of mass $m_1$, the inlet flux is

$$
J_0=\frac{n\bar v}{4}=\frac{p}{\sqrt{2\pi m_1k_BT}}=1.90\times10^5\ \text{nm}^{-2}\,\text{s}^{-1}.
$$

The midpoint wall receives half of it, $9.5\times10^4\ \text{nm}^{-2}\,\text{s}^{-1}$, or $9.5\times10^{18}\ \text{cm}^{-2}\,\text{s}^{-1}$.

*Collisions in the gas.* For hard spheres of diameter $\sigma=0.6$ nm, a rough size, the mean free path $k_BT/(\sqrt2\,\pi\sigma^2p)$ is about $0.3$ mm. That is some 3000 pore diameters. The mean flight between wall hits has the length $d$, so a molecule leaving the midpoint covers about $188\,d\approx19$ µm, some $6\%$ of a mean free path, before it escapes. Free flight is therefore a good assumption for this pore in the pure vapour. A carrier gas at higher pressure would shorten the mean free path roughly in inverse proportion to the total pressure.

*Settling time.* A molecule in the tube hits the wall at the rate $(n\bar v/4)\,\pi d/(n\pi d^2/4)=\bar v/d$. Each flight has the mean squared axial length $md^2$, so the diffusivity in a long tube is $\tfrac12md^2\,\bar v/d=\bar vd/3$. With $\bar v=373$ m/s this is $0.124\ \text{cm}^2/\text{s}$. The slowest diffusive mode, $\sin(\pi x/L)$, decays in a time of roughly $L^2/(\pi^2\bar vd/3)$, some tens of nanoseconds, if the stay on the wall is negligible. This estimate neglects the effect of the ends.

*Residual sticking.* The numerical solution has $N=188$ at the midpoint. For $s=10^{-4}$ the first-order deficit is $10^{-4}\times188=0.0188$; the full solution gives $0.0185$ and $h=0.491$. For $s=10^{-2}$, a round value for a surface that still reacts, the midpoint flux is only $0.143$. The value one half therefore describes the pore after saturation.

*Vapour on the far side.* A far-side flux of $1\%$ of $J_0$ raises the midpoint value to $1.01/2=0.505$.

*Taper.* Let the radius $\rho$ fall linearly from $52.5$ to $47.5$ nm, the wide end being fed. The diffusive current is proportional to area times diffusivity times flux gradient, that is, to $\rho^3\,dh/dx$, and it is constant along the tube. Integrating $dh/dx\propto-\rho^{-3}$, with $h=1$ and $h=0$ at the ends, gives at the midpoint

$$
h\approx\frac{47.5^{-2}-50^{-2}}{47.5^{-2}-52.5^{-2}}\approx0.54 .
$$

A calculation of the exchange between rings, which includes the ends, gives $0.539$.

### The model beside real membranes

Porous anodic alumina has nearly parallel pores, with diameters of roughly tens to a few hundred nanometres. The chosen diameter lies in that range, but such a membrane can be tens of micrometres thick, and $L/d$ is then far above $20$. The ideal midpoint value does not depend on $L/d$, whereas its sensitivity to sticking does. For a thickness of 50 µm at the same diameter, $L/d=500$ and (13) gives $N\approx9\times10^4$, so the residual sticking probability must lie well below $10^{-5}$ for the midpoint flux to stay near one half; even $s=10^{-6}$ gives a first-order deficit $sN\approx0.09$. In so long a pore the path from the midpoint to escape, $Nd\approx9$ mm, is about 30 mean free paths at $0.1$ Torr. A single flight is still rarely interrupted, but assumption 1 no longer holds over the whole stay, and the collisionless results are then approximations. If the vapour reaches both faces of the membrane at equal pressures, the saturated pore has the full flux $J_0$ along its whole wall. The value one half belongs to a saturated, untapered pore with vapour on one side and vacuum on the other. Among the effects sized here for the short pore, a $10\%$ taper moves it by about $0.04$, residual sticking of $10^{-4}$ by about $0.01$, and $1\%$ of far-side vapour by $0.005$. The remaining figures are in the numerical output below.

## Numbers as computed

```
pore diameter, length: 100 nm, 2000 nm; L/d = 20
temperature 473 K, inlet pressure 0.1 Torr
molar mass 72.09 g/mol, rough molecular size 0.6 nm
largest error of K, E against cosine law: 4.6e-15, 6.1e-16
second moment of K (units d^2): 0.66667
smallest escape chance per wall emission, at midpoint: 2.475e-04
h at x/L = 0, 1/4, 1/2, 3/4, 1: 0.9740 0.7313 0.5000 0.2687 0.0260
mirror sums at the same places: 1.00000 1.00001 1.00002 1.00001 1.00000
largest deviation of mirror sum from 1: 2.0e-05
inlet flux: 1.9023e+05 molecules/(nm^2 s)
midpoint wall flux: 9.5117e+04 molecules/(nm^2 s)
midpoint wall flux: 9.5117e+18 molecules/(cm^2 s)
--- molecule tracing, L/d = 5, 200000 molecules, 5 bins
h traced:            0.8298 0.6621 0.5003 0.3398 0.1718
standard errors:     0.0019 0.0028 0.0028 0.0019 0.0009
h integral equation: 0.8283 0.6613 0.5000 0.3387 0.1717
mirror sums traced:  1.0016 1.0019 1.0007 1.0019 1.0016
standard errors:     0.0019 0.0040 0.0057 0.0040 0.0019
wall hits per entering molecule: 10.015 +- 0.030
predicted wall hits 2L/d: 10.0
half-specular wall, h:           0.7742 0.6322 0.4998 0.3665 0.2224
half-specular wall, mirror sums: 0.9967 0.9986 0.9996 0.9986 0.9967
standard errors of these sums:   0.0020 0.0031 0.0031 0.0031 0.0020
cos^3 inlet, middle bin: 0.6004 +- 0.0029
blind hole, h:   1.0007 1.0013 0.9956 0.9960 0.9961
standard errors: 0.0031 0.0044 0.0054 0.0066 0.0081
--- neglected effects in the example pore
mean free path: 306.2 um
Knudsen number (path/diameter): 3062
further wall hits N from midpoint: 187.68
long-tube estimate of N: 150.0; ratio 1.251
same ratio for L/d = 10: 1.462
s = 1e-04: midpoint h = 0.4908, deficit 0.01846
first-order deficit s*N: 0.01877
s = 1e-02: midpoint h = 0.1432
far-side flux fraction 0.01: midpoint h = 0.5050
taper, radius 52.5 to 47.5 nm, wide end fed:
  midpoint h = 0.5389; long-tube estimate 0.5375
mean molecular speed: 372.7 m/s
Knudsen diffusivity: 0.1242 cm^2/s
time to settle L^2/(pi^2 D): 32.6 ns
```
